# Weak and Strong Limits of the Mayadas-Shatzkes Grain-Boundary Resistivity

**Q.** A grain boundary in a metal line sends some electrons back. Why not add one constant scattering rate for that and be done?

**A.** Because the rate depends on the direction of travel. Take free electrons with Fermi wavenumber $k_F$ and speed $v$, and flat boundaries normal to the field, which points along $x$. Let $u=|\cos\theta|$, with $\theta$ measured from the field, so that $k_x=k_Fu$ for an electron moving towards $+x$. Model one boundary as $V(x)=S\,\delta(x)$. The wave is $e^{ik_xx}+re^{-ik_xx}$ on the left and $te^{ik_xx}$ on the right. Continuity gives $1+r=t$, and the jump in slope gives

$$ik_xt-ik_x(1-r)=\frac{2mS}{\hbar^2}\,t .$$

Put $r=t-1$ and $b=mS/(\hbar^2k_x)$. Then $2ik_x(t-1)=2k_xb\,t$, so $t=1/(1+ib)$. The transmission and reflection probabilities are $T=1/(1+b^2)$ and $R=b^2/(1+b^2)$, hence

$$\frac{R(u)}{1-R(u)}=b^2=\frac{\beta^2}{u^2},\qquad \beta=\frac{mS}{\hbar^2k_F}.$$

A grazing electron meets fewer planes per unit time, by a factor $u$, but $R/(1-R)$ grows as $1/u^2$. The product suggests a rate proportional to $1/u$.

**Q.** "Suggests" is not enough. Electrons bounce back and forth between planes. Why should $R/(1-R)$ be the right measure, and not $R$?

**A.** Add two planes without interference. Summing over repeated bounces,

$$T=T_1T_2\sum_{n=0}^{\infty}(R_1R_2)^n=\frac{T_1T_2}{1-R_1R_2}.$$

Since $T_1T_2=1-R_1-R_2+R_1R_2$,

$$\frac{1-T}{T}=\frac{R_1+R_2-2R_1R_2}{T_1T_2}=\frac{R_1T_2+R_2T_1}{T_1T_2}=\frac{R_1}{T_1}+\frac{R_2}{T_2}.$$

So $R/(1-R)$ is the quantity that adds. A length $L$ with mean spacing $D$ has $(1-T)/T=(L/D)\beta^2/u^2$.

Compare this with a uniform medium in which $k_x$ changes sign at rate $w$. With right- and left-going fluxes $j_\pm$ and $v_x=vu$,

$$\frac{dj_+}{dx}=-\frac{w}{v_x}(j_+-j_-).$$

The net flux $j=j_+-j_-$ is constant. Nothing enters from the right, so $j_+(L)=j=Tj_+(0)$. Integration gives $j_+(0)-j_+(L)=(wL/v_x)j$, or $(1-T)/T=wL/v_x$. Equating the two results,

$$w=\frac{v\beta^2}{D\,u}.$$

This argument needs bulk scattering to be rare between planes, $D\ll\lambda$, where $\lambda$ is the bulk mean free path. If reflection is weak, $R\simeq R/(1-R)$, and counting single crossings gives the same rate without that condition; for delta planes this covers directions with $u\gg\beta$, since grazing electrons are always strongly reflected. Outside both regimes the $1/u$ law is an assumption of the model.

**Q.** How does a flip rate become a relaxation rate? Is it simply added to $1/\tau$?

**A.** Twice the flip rate is added. Let $g$ be the deviation from equilibrium, with isotropic bulk scattering of relaxation time $\tau=\lambda/v$. The field drives a part that is odd in $\cos\theta$. Its angular average is zero, so bulk scattering returns nothing to it. A flip removes $g(\cos\theta)$ and brings in $g(-\cos\theta)=-g(\cos\theta)$. The loss rate is therefore

$$\frac{g}{\tau}+w\,[g-(-g)]=g\left(\frac1\tau+2w\right)\equiv\frac{g}{\tau_*(u)} .$$

Define the Mayadas-Shatzkes parameter $\alpha$ by the relaxation law:

$$\frac1{\tau_*}=\frac1\tau\left(1+\frac{\alpha}{u}\right),\qquad \alpha=2w\tau u=\frac{2\lambda}{D}\beta^2 .$$

**Q.** The definition I know is $\alpha=(\lambda/D)R/(1-R)$, without the 2.

**A.** That is the customary convention, and I use it for $R$ without an argument. For the delta planes considered here, its $R$ is an effective coefficient. If $R_n$ is the true reflectivity at normal incidence, then $R_n/(1-R_n)=\beta^2$ and

$$\frac{R}{1-R}=2\,\frac{R_n}{1-R_n}.$$

The distinction changes how $\alpha$ is obtained from a boundary, but not how resistivity depends on $\alpha$.

**Q.** Then give me the resistivity.

**A.** The field produces a deviation proportional to $\tau_*\cos\theta$. The current contributes another factor $\cos\theta$. The conductivity is thus an average of $\tau_*$ with weight $u^2$. Dividing by the bulk value, and using $3\int_0^1u^2du=1$,

$$\frac{\rho_0}{\rho}=3\int_0^1\frac{u^2\,du}{1+\alpha/u}=3\int_0^1\frac{u^3}{u+\alpha}\,du .$$

Polynomial division gives

$$\frac{u^3}{u+\alpha}=u^2-\alpha u+\alpha^2-\frac{\alpha^3}{u+\alpha}.$$

The last term integrates to $-\alpha^3\ln[(1+\alpha)/\alpha]$, so

$$\frac{\rho_0}{\rho}=1-\frac{3\alpha}{2}+3\alpha^2-3\alpha^3\ln\left(1+\frac1\alpha\right).$$

As a test, the Boltzmann equation was solved on a grid of angles with explicit flips and isotropic scattering. At $\alpha=0.025$, $0.8$ and $16$ it agreed with this formula to within one part in $10^7$.

**Q.** For weak reflection I would expand in powers of $\alpha$. But there is a logarithm of $1/\alpha$. Does it spoil the expansion?

**A.** Not at first or second order. Write $\ln(1+1/\alpha)=-\ln\alpha+\ln(1+\alpha)=-\ln\alpha+O(\alpha)$. Then $\rho_0/\rho=1-y$ with

$$y=\frac{3\alpha}{2}-3\alpha^2-3\alpha^3\ln\alpha+O(\alpha^4).$$

Now use $1/(1-y)=1+y+y^2+y^3+\dots$. Through third order, $y^2=9\alpha^2/4-9\alpha^3$ and $y^3=27\alpha^3/8$. Collecting powers,

$$\frac{\rho}{\rho_0}=1+\frac{3\alpha}{2}-\frac{3\alpha^2}{4}-3\alpha^3\ln\alpha-\frac{45}{8}\alpha^3+\dots\qquad(\alpha\ll1).$$

The logarithm means that this is not a Taylor series beyond second order. It can be seen numerically. At $\alpha=10^{-4}$, the integral gives $(\rho/\rho_0-1-3\alpha/2)/\alpha^2=-0.7478$, not $-0.7500$. The third-order terms predict a shift of $-3\alpha\ln\alpha-45\alpha/8\simeq0.0028-0.0006=0.0022$, which accounts for the difference.

**Q.** At large $\alpha$ the formula has a term $3\alpha^2$. Why does the resistivity not do something violent?

**A.** Because the large terms cancel. Expand the logarithm in $1/\alpha$ and multiply by $3\alpha^3$:

$$3\alpha^3\ln\left(1+\frac1\alpha\right)=3\alpha^2-\frac{3\alpha}{2}+1-\frac{3}{4\alpha}+\frac{3}{5\alpha^2}-\frac1{2\alpha^3}+\dots$$

The first three terms cancel against the rest of the formula, leaving

$$\frac{\rho_0}{\rho}=\frac{3}{4\alpha}\left[1-\frac{4}{5\alpha}+\frac{2}{3\alpha^2}-\dots\right].$$

To invert the bracket, set $z=4/(5\alpha)-2/(3\alpha^2)$ and use $1+z+z^2$. To second order in $1/\alpha$ this is $1+4/(5\alpha)+(16/25-2/3)/\alpha^2$. The last coefficient is $-2/75$. Therefore

$$\frac{\rho}{\rho_0}=\frac{4\alpha}{3}+\frac{16}{15}-\frac{8}{225\,\alpha}+\dots\qquad(\alpha\gg1).$$

The leading growth is $4\alpha/3$, but the next term is a constant, which fades in relative terms only as $1/\alpha$.

**Q.** So the slope drops from $3/2$ to $4/3$. Is there a reason, or is it just algebra?

**A.** The two limits average different things. Let $\langle f\rangle=3\int_0^1u^2f\,du$. For small $\alpha$, the added *rate* is averaged over the bulk current distribution, giving $\langle1/u\rangle=3/2$. For large $\alpha$, boundaries dominate, and conductivity averages the *time*, which is proportional to $u/\alpha$. The slope is then $1/\langle u\rangle=1/(3/4)=4/3$.

A variational form connects the limits. Let $a(u)=1+\alpha/u$ and let $x(u)$ satisfy $\langle x\rangle=1$. The Cauchy-Schwarz inequality gives

$$1=\langle x\rangle^2\le\langle ax^2\rangle\langle1/a\rangle .$$

Equality holds for $x=(1/a)/\langle1/a\rangle$. Since $\rho/\rho_0=1/\langle1/a\rangle$,

$$\frac{\rho}{\rho_0}=\min_{\langle x\rangle=1}\left[\langle x^2\rangle+\alpha\langle x^2/u\rangle\right].$$

Here $x$ describes how current is shared among directions, relative to the bulk. As $\alpha$ grows, the minimizing $x$ moves current towards directions near the field, where boundaries obstruct it less. That is why the slope falls.

**Q.** Can this tell me how wrong the weak formula becomes if I use it too far?

**A.** Yes. The trial choice $x=1$ gives an upper bound. For a lower bound, $\langle x^2\rangle\ge1$, and the same inequality with $a=1/u$ gives $\langle x^2/u\rangle\ge1/\langle u\rangle=4/3$. Thus

$$1+\frac{4\alpha}{3}\le\frac{\rho}{\rho_0}\le1+\frac{3\alpha}{2}.$$

Because $\tfrac98(1+4\alpha/3)=\tfrac98+3\alpha/2$ exceeds $1+3\alpha/2$, the weak formula is less than 12.5% above the full one at any $\alpha$.

A minimum of functions linear in $\alpha$ is also concave. Its slope therefore decreases from $3/2$ towards $4/3$, and the curve approaches the line $4\alpha/3+16/15$ from below.

**Q.** So "weak reflection" means small $R$ and "strong reflection" means $R$ near one?

**A.** The test is the size of $\alpha$. Even with $R=0.8$, for which $R/(1-R)=4$, the formula is in its small-$\alpha$ limit if $D\gg4\lambda$. That is a statement about the formula. Strong reflection with $D\gg\lambda$ lies outside both regimes in which the $1/u$ law was derived, and for discrete classical planes with $\beta^2=2$ the slope there is about 1.35 rather than $3/2$. At fixed $\lambda/D$, taking $R\to1$ does lead to the large-$\alpha$ limit.

**Q.** Put in numbers for a chip wire.

**A.** Take round values in the rough regime of copper at room temperature: $k_F=13.5$ nm$^{-1}$ and $\lambda=40$ nm. With $n=k_F^3/(3\pi^2)$ and $\tau=m\lambda/(\hbar k_F)$, the free-electron result $\rho_0=m/(ne^2\tau)$ becomes

$$\rho_0=\frac{3\pi^2\hbar}{e^2k_F^2\lambda}\simeq1.67\ \mu\Omega\,\text{cm}.$$

For a fine-grained line with $D=20$ nm and $R=0.30$, $\alpha=(40/20)(0.30/0.70)=0.857$. The full formula gives

$$\frac{\rho_0}{\rho}=1-1.286+2.204-1.461=0.457,$$

or $\rho/\rho_0=2.185$ before rounding the terms, and $\rho=3.65\ \mu\Omega\,$cm. I compare it with coarse grains ($D=400$ nm, $R=0.20$) and a deliberately extreme case ($D=10$ nm, $R=0.80$):

| Case | $\alpha$ | Full $\rho/\rho_0$ | $1+3\alpha/2$ | $4\alpha/3$ |
|---|---:|---:|---:|---:|
| Coarse | 0.025 | 1.037 | 1.038 | 0.033 |
| Fine | 0.857 | 2.185 | 2.286 | 1.143 |
| Extreme | 16 | 22.40 | 25.00 | 21.33 |

**Q.** For the fine line, $4\alpha/3$ is useless.

**A.** It is 48% below the full formula. Restoring the constant gives $1.143+1.067=2.210$, which is 1.1% high. The weak formula is 4.6% high. Relative to the full formula, the weak form reaches a 5% error at $\alpha=0.96$, while $4\alpha/3$ alone comes within 5% only above $\alpha\simeq15$.

**Q.** The extreme case bothers me. You added reflections as probabilities. Electrons are waves.

**A.** The objection is sound. For two coherent scatterers, the amplitude is $t_1t_2/(1-\zeta e^{i\phi})$, where $|\zeta|=\sqrt{R_1R_2}<1$ and $\phi$ is set by their separation. Hence

$$\ln T=\ln T_1+\ln T_2-\ln|1-\zeta e^{i\phi}|^2 .$$

If $\phi$ is uniformly distributed, the last term averages to zero, because $\ln(1-\zeta e^{i\phi})=-\sum_{n\ge1}\zeta^ne^{in\phi}/n$. Adding planes one at a time, $N$ identical planes have $\langle\ln T\rangle_\phi=N\ln T_1$. Typical transmission falls exponentially with $N$, whereas classical addition gives $T=1/(1+N\beta^2)$.

At normal incidence, the distance over which back-reflection matters is $v/w=D/\beta^2=2\lambda/\alpha$. Compare the planes within one mean free path:

- Fine line: the length is 93 nm, longer than $\lambda$. Here $\beta^2=0.214$, and two planes transmit typically 0.68 coherently, against 0.70 classically.
- Extreme case: the length is 5 nm, much shorter than $\lambda$. Here $\beta^2=2$, and four planes transmit typically $3^{-4}=0.012$, against $1/9=0.11$.

These typical values are geometric means. A wire adds $T$ over many $k_x$, so the arithmetic mean is what carries the current. The phase average of $1/|1-\zeta e^{i\phi}|^2$ is $1/(1-|\zeta|^2)$, so for two planes the mean equals the classical 0.70 exactly; for the four planes of the extreme case it is about 0.069 at normal incidence, against 0.11, and about 0.028 against 0.058 when averaged over modes with weight $2u\,du$.

Thus $4\alpha/3$ is the correct limit of the formula, but for ideal parallel planes it needs phase memory to be lost between reflections. I have not calculated the resistivity of the coherent extreme case.

**Q.** Even for weak planes, regular spacing could make reflected waves interfere.

**A.** To second order in $S$, the flip rate is multiplied by a sum over pairs of planes. For independent Gaussian spacings with standard deviation $s$, let $q=2k_Fu$ and $\varphi=e^{iqD-q^2s^2/2}$. The factor is

$$1+2\,\mathrm{Re}\sum_{n\ge1}\varphi^n=\mathrm{Re}\,\frac{1+\varphi}{1-\varphi}.$$

Its departure from one is at most $2|\varphi|/(1-|\varphi|)$ with $|\varphi|=e^{-q^2s^2/2}$, about 30% at $qs=2$ and about 1% at $qs=3.2$. For the fine line with $s=6$ nm, $qs=1$ at $u=1/(2k_Fs)\simeq0.006$, so the effect is confined to $u$ below about 0.02, where little current flows. Inserting the factor in the relaxation law changes $\rho$ by a relative amount of about $-2\times10^{-8}$. That number is only formal, because at such small $u$ a plane reflects almost everything and second order in $S$ is not enough. The effect is negligible all the same: even with no boundary scattering, directions below $u$ carry only a fraction $3\int_0^u u'^2du'=u^3$ of the bulk current, which is below $10^{-5}$ at $u=0.02$. The repeated coherent reflections discussed above are a separate matter, not covered by this estimate.

**Q.** How does a heated wire behave? Does the grain-boundary part grow in proportion to $\rho_0$?

**A.** In this model it hardly changes. The free-electron formula fixes $\rho_0\lambda$ at given $k_F$, so $\rho_0\alpha$ is also fixed if $D$ and $R$ are. The grain increment is

$$\rho-\rho_0=(\rho_0\alpha)\,\frac{\rho/\rho_0-1}{\alpha},$$

and the bounds keep the last factor between $4/3$ and $3/2$. With a rough temperature coefficient of 0.004 K$^{-1}$, heating from 25 to 105 °C raises $\rho_0$ from 1.67 to 2.20 $\mu\Omega\,$cm. The increment goes only from 1.98 to 1.99 $\mu\Omega\,$cm. It rises slightly because $\alpha$ falls, and concavity makes the last factor larger at smaller $\alpha$. The total becomes 4.19 $\mu\Omega\,$cm.

**Q.** And how far is all this from an actual copper interconnect?

**A.** The bulk resistivity and mean free path are roughly those of copper at room temperature, and grains of tens of nanometres belong to narrow lines. An effective $R$ of a few tenths is a rough typical value; 0.80 is far above it. Real lines also have surfaces that scatter. For one pair of fully diffuse surfaces a distance $h$ apart, electrons leave a surface without drift and recover it as $1-e^{-z/(\lambda c)}$ at depth $z$, where $c$ is the direction cosine to the surface normal. Averaging over depth, with the in-plane current weight $1-c^2$, gives

$$\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-c^2)\left[1-\frac{\lambda c}{h}\left(1-e^{-h/(\lambda c)}\right)\right]dc .$$

For $h=40$ nm and no grain boundaries, the resistivity rises by 0.77 $\mu\Omega\,$cm. That is 21% of the fine line's 3.65 $\mu\Omega\,$cm. This is for one pair of surfaces only. A line has four walls, and the same free-path argument for a fully diffuse 20 nm by 40 nm section gives a rise of about 2.4 $\mu\Omega\,$cm, to a total near 4.0 $\mu\Omega\,$cm, without grain boundaries. The two effects need not simply add. Real boundaries are also neither all flat nor all normal to the current, an effect not sized here.

**Q.** Then which uncertainty matters most if I want to predict the fine line from a calculated boundary reflectivity?

**A.** For the grain-boundary part, the meaning of $R$; in a narrow line with diffuse walls, surface scattering can be as large. If 0.30 is the effective coefficient, the true normal-incidence value for delta planes is $R_n=0.214/1.214=0.176$. If 0.30 is instead the true value, $\alpha$ doubles to 1.71 and $\rho/\rho_0$ rises from 2.19 to 3.34. That change is far larger than the 4.6% error of the weak formula. A calculated normal-incidence reflectivity should therefore be converted through $\alpha=2(\lambda/D)R_n/(1-R_n)$ when the boundaries are modelled as these planes; one averaged over modes, $\bar R=2\int_0^1uR(u)\,du=\beta^2\ln(1+1/\beta^2)$, must first be solved for $\beta^2$ ($\bar R=0.30$ gives $\beta^2=0.145$, $\alpha=0.58$ and $\rho/\rho_0=1.81$); an $R$ fitted with the customary definition should be used with that same definition.

## Values computed for the example and the checks

```
Fermi wavenumber = 13.5 1/nm
bulk mean free path = 40.0 nm
bulk resistivity rho0 = 1.669 microohm cm
mean of 1/u = 1.5000; mean of u = 0.7500
small-alpha second-order coefficient = -0.7478
large-alpha constant term = 1.06666
large-alpha 1/alpha coefficient = -0.03555
[coarse] D = 400 nm, R = 0.20, alpha = 0.0250
  full rho/rho0 = 1.0371, rho = 1.731 microohm cm
  1+3alpha/2 = 1.0375, error = 0.04 %
  4alpha/3 = 0.0333, error = -96.79 %
  4alpha/3+16/15 = 1.1000, error = 6.06 %
[fine] D = 20 nm, R = 0.30, alpha = 0.8571
  full rho/rho0 = 2.1851, rho = 3.646 microohm cm
  1+3alpha/2 = 2.2857, error = 4.61 %
  4alpha/3 = 1.1429, error = -47.70 %
  4alpha/3+16/15 = 2.2095, error = 1.12 %
[extreme] D = 10 nm, R = 0.80, alpha = 16.0000
  full rho/rho0 = 22.3979, rho = 37.373 microohm cm
  1+3alpha/2 = 25.0000, error = 11.62 %
  4alpha/3 = 21.3333, error = -4.75 %
  4alpha/3+16/15 = 22.4000, error = 0.01 %
1+3alpha/2 is 5 % too high at alpha = 0.961
4alpha/3 is 5 % too low at alpha = 15.17
diffuse surfaces 40 nm apart, no grain boundaries: rho/rho0 = 1.4623
  surface increment = 0.771 microohm cm
  grain increment (fine) = 1.977 microohm cm
rough temperature coefficient = 0.004 1/K, from 25 to 105 C
  hot: rho0 = 2.203, rho (fine) = 4.193 microohm cm
  hot: grain increment = 1.991 microohm cm
spacing correlation (spread 6 nm): relative change of rho = -1.8e-08
if R = 0.30 is the true normal-incidence value: alpha = 1.7143, rho/rho0 = 3.3371
[fine] true normal-incidence R_n = 0.1765, back-reflection length = 93.33 nm
  2 planes in one mean free path: typical coherent T = 0.6782, classical T = 0.7000
[extreme] true normal-incidence R_n = 0.6667, back-reflection length = 5.00 nm
  4 planes in one mean free path: typical coherent T = 0.0123, classical T = 0.1111
```
